# Tip Field and Depolarization Factor of a Conducting Prolate Spheroid: verification in Python

```python
"""
Result under test: an uncharged conducting prolate spheroid in a uniform
axial far field E0 has tip field E0/L, where
    L = (1-e^2) (artanh(e)-e) / e^3,   e = sqrt(1-b^2/a^2).
a, b : semi-axes along and across the field; e : eccentricity
L    : axial depolarization factor (sphere: 1/3), Gaussian convention
V    : volume; eps_h : permittivity of the surrounding dielectric
Electrostatic free-energy change: -eps_h V E0^2/(8 pi L).
Numerical field tests use a = 1, E0 = 1, eps_h = 1.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, Legendre
from scipy import constants
from scipy.integrate import quad


def eccentricity(aspect):
    return np.sqrt(1.0 - 1.0 / aspect**2)


def depolarization(aspect):
    e = eccentricity(aspect)
    return (1.0 - e**2) * (np.arctanh(e) - e) / e**3


def axial_enhancement(z_over_a, aspect):
    """Field on the outside axis divided by the far field."""
    e = eccentricity(aspect)
    z = z_over_a
    bracket = np.arctanh(e / z) - e * z / (z**2 - e**2)
    return 1.0 - bracket / (np.arctanh(e) - e)


def free_energy(a, b):
    """Free-energy change for unit far field and unit permittivity."""
    volume = 4.0 * np.pi * a * b**2 / 3.0
    return -volume / (8.0 * np.pi * depolarization(a / b))


nodes, weights = leggauss(800)


def solve_surface_charge(aspect):
    """Find charge per unit axial length from zero interior potential."""
    b = 1.0 / aspect
    basis = [Legendre.basis(n) for n in (1, 3, 5, 7)]
    z = np.linspace(0.05, 0.9, 30)
    ring_radius_sq = b**2 * (1.0 - nodes**2)
    distance = np.sqrt((z[:, None] - nodes)**2 + ring_radius_sq)
    matrix = np.array([(weights * f(nodes) / distance).sum(axis=1)
                       for f in basis]).T
    coefficients = np.linalg.lstsq(matrix, z, rcond=None)[0]
    residual = np.max(np.abs(matrix @ coefficients - z))
    charge = sum(q * f(nodes) for q, f in zip(coefficients, basis))
    tip_charge = sum(q * f(1.0) for q, f in zip(coefficients, basis))
    return coefficients, charge, 2.0 * tip_charge / b**2, residual


numerical_tip = {}
for aspect in (1.5, 3.0, 10.0):
    b = 1.0 / aspect
    e = eccentricity(aspect)
    L = depolarization(aspect)
    ring_radius_sq = b**2 * (1.0 - nodes**2)

    # Definition of L: field at the centre of a uniformly polarized body.
    definition = quad(
        lambda z: 0.5 * b**2 * z**2
        / (z**2 + b**2 * (1.0 - z**2))**1.5,
        -1.0, 1.0, points=[0.0], epsabs=1e-12, epsrel=1e-11)[0]
    assert abs(definition / L - 1.0) < 1e-8

    # Direct solution for the induced charge, with its shape left free.
    coefficients, charge, tip, residual = solve_surface_charge(aspect)
    numerical_tip[aspect] = tip
    assert residual < 1e-8
    assert np.max(np.abs(coefficients[1:] / coefficients[0])) < 1e-7
    assert abs(tip * L - 1.0) < 1e-6

    # The same charge must cancel the applied potential off the axis.
    radius, height = 0.4 * b, 0.3
    angles = 2.0 * np.pi * np.arange(240) / 240
    distance_sq = ((height - nodes[:, None])**2 + radius**2
                   + ring_radius_sq[:, None]
                   - 2.0 * radius * np.sqrt(ring_radius_sq)[:, None]
                   * np.cos(angles))
    potential = np.sum(weights * charge
                       * np.mean(1.0 / np.sqrt(distance_sq), axis=1))
    assert abs(potential - height) < 1e-7

    # Outside axial field from the numerically found charge.
    for z in (1.01, 1.1, 2.0):
        field = 1.0 + np.sum(weights * charge * (z - nodes)
                             / ((z - nodes)**2 + ring_radius_sq)**1.5)
        assert abs(field / axial_enhancement(z, aspect) - 1.0) < 1e-6

    # Induced dipole from the charge, compared with V/(4 pi L).
    dipole = np.sum(weights * charge * nodes)
    assert abs(dipole / (b**2 / (3.0 * L)) - 1.0) < 1e-7

    # A linear charge between the foci cancels the surface potential.
    k = 1.0 / (2.0 * (np.arctanh(e) - e))
    source = e * nodes
    for z in (0.2, 0.6, 0.95):
        rho_sq = b**2 * (1.0 - z**2)
        line_potential = np.sum(e * weights * k * source
                                / np.sqrt(rho_sq + (z - source)**2))
        assert abs(line_potential - z) < 1e-8

    # Free energy from virtual work by the electrostatic surface stress.
    normal_field = 2.0 * charge / np.sqrt(ring_radius_sq
                                          + b**4 * nodes**2)
    pressure = normal_field**2 / (8.0 * np.pi)
    stretch_work = -np.sum(weights * pressure
                           * 2.0 * np.pi * b**2 * nodes**2)
    scale_work = -np.sum(weights * pressure * 2.0 * np.pi * b**2)
    step = 1e-4
    derivative = (free_energy(1.0 + step, b)
                  - free_energy(1.0 - step, b)) / (2.0 * step)
    assert abs(derivative / stretch_work - 1.0) < 1e-6
    assert abs(3.0 * free_energy(1.0, b) / scale_work - 1.0) < 1e-6


def slender_factor(aspect):
    return (np.log(2.0 * aspect) - 1.0) / aspect**2


slender_errors = [abs(depolarization(r) / slender_factor(r) - 1.0)
                  for r in (10.0, 100.0, 1000.0)]
assert slender_errors[0] < 0.03
assert slender_errors[1] < 0.001
assert slender_errors[2] < slender_errors[1] / 50.0

# Worked example with round model parameters.
a_nm, b_nm = 50.0, 5.0
eps_h, field_MV_cm, temperature = 20.0, 0.1, 300.0
aspect = a_nm / b_nm
e = eccentricity(aspect)
L = depolarization(aspect)
enhancement = 1.0 / L
tip_radius_nm = b_nm**2 / a_nm
volume_nm3 = 4.0 * np.pi * a_nm * b_nm**2 / 3.0
volume_cm3 = volume_nm3 * 1e-21
volts_per_statvolt = constants.c / 1e6
field_gauss = field_MV_cm * 1e6 / volts_per_statvolt
dipole_gauss = eps_h * volume_cm3 * field_gauss / (4.0 * np.pi * L)
energy_erg = -0.5 * dipole_gauss * field_gauss
erg_per_eV = constants.e * 1e7
energy_eV = energy_erg / erg_per_eV
sphere_eV = (-3.0 * eps_h * volume_cm3 * field_gauss**2
             / (8.0 * np.pi) / erg_per_eV)
thermal_eV = constants.k * temperature / constants.e

# Check the unit conversion by evaluating the energy in SI units.
energy_SI = (-constants.epsilon_0 * eps_h * volume_nm3 * 1e-27
             * (field_MV_cm * 1e8)**2 / (2.0 * L))
assert abs(energy_SI / constants.e / energy_eV - 1.0) < 1e-7
assert 49.0 < enhancement < 49.5

print(f"Semi-axis a: {a_nm:.1f} nm")
print(f"Semi-axis b: {b_nm:.1f} nm")
print(f"Aspect ratio a/b: {aspect:.1f} (dimensionless)")
print(f"Host permittivity: {eps_h:.1f} (dimensionless)")
print(f"Far field: {field_MV_cm:.3f} MV/cm")
print(f"Far field, Gaussian: {field_gauss:.3f} statV/cm")
print(f"Temperature: {temperature:.1f} K")
print(f"Eccentricity e: {e:.7f} (dimensionless)")
print(f"artanh(e): {np.arctanh(e):.7f} (dimensionless)")
print(f"artanh(e)-e: {np.arctanh(e)-e:.7f} (dimensionless)")
print(f"1-e^2: {1.0-e**2:.7f} (dimensionless)")
print(f"e^3: {e**3:.7f} (dimensionless)")
print(f"Depolarization factor L: {L:.7f} (dimensionless)")
print(f"Tip enhancement 1/L: {enhancement:.4f} (dimensionless)")
print(f"Tip enhancement, charge solution: "
      f"{numerical_tip[10.0]:.4f} (dimensionless)")
print(f"Tip field: {field_MV_cm*enhancement:.4f} MV/cm")
print(f"Tip field, Gaussian: {field_gauss*enhancement:.1f} statV/cm")
print(f"Tip radius b^2/a: {tip_radius_nm:.3f} nm")
for gap_nm in (0.5, 5.0, 50.0):
    ratio = axial_enhancement(1.0 + gap_nm / a_nm, aspect)
    print(f"Enhancement {gap_nm:.1f} nm ahead: "
          f"{ratio:.4f} (dimensionless)")
print(f"Slender estimate of L: "
      f"{slender_factor(aspect):.7f} (dimensionless)")
print(f"Slender estimate of 1/L: "
      f"{1.0/slender_factor(aspect):.4f} (dimensionless)")
print(f"Slender error in 1/L: "
      f"{100.0*(L/slender_factor(aspect)-1.0):.3f} percent")
print(f"Spheroid volume: {volume_nm3:.2f} nm^3")
print(f"Induced dipole: {dipole_gauss:.5e} statC cm")
print(f"Free-energy change: {energy_erg:.5e} erg")
print(f"Free-energy change: {energy_eV:.4f} eV")
print(f"Equal-volume sphere: {sphere_eV:.4f} eV")
print(f"Needle/sphere gain: {energy_eV/sphere_eV:.4f} (dimensionless)")
print(f"Thermal energy: {thermal_eV:.6f} eV")
print(f"Gain/thermal energy: "
      f"{-energy_eV/thermal_eV:.2f} (dimensionless)")
for ratio in (2.0, 5.0, 10.0, 20.0):
    factor = depolarization(ratio)
    print(f"Aspect {ratio:.0f}: L = {factor:.6f}, "
          f"1/L = {1.0/factor:.3f} (dimensionless)")
print("ALL CHECKS PASSED")
```

Printed output:

```
Semi-axis a: 50.0 nm
Semi-axis b: 5.0 nm
Aspect ratio a/b: 10.0 (dimensionless)
Host permittivity: 20.0 (dimensionless)
Far field: 0.100 MV/cm
Far field, Gaussian: 333.564 statV/cm
Temperature: 300.0 K
Eccentricity e: 0.9949874 (dimensionless)
artanh(e): 2.9932228 (dimensionless)
artanh(e)-e: 1.9982354 (dimensionless)
1-e^2: 0.0100000 (dimensionless)
e^3: 0.9850376 (dimensionless)
Depolarization factor L: 0.0202859 (dimensionless)
Tip enhancement 1/L: 49.2954 (dimensionless)
Tip enhancement, charge solution: 49.2954 (dimensionless)
Tip field: 4.9295 MV/cm
Tip field, Gaussian: 16443.2 statV/cm
Tip radius b^2/a: 0.500 nm
Enhancement 0.5 nm ahead: 16.4833 (dimensionless)
Enhancement 5.0 nm ahead: 2.7407 (dimensionless)
Enhancement 50.0 nm ahead: 1.0576 (dimensionless)
Slender estimate of L: 0.0199573 (dimensionless)
Slender estimate of 1/L: 50.1069 (dimensionless)
Slender error in 1/L: 1.646 percent
Spheroid volume: 5235.99 nm^3
Induced dipole: 1.37026e-13 statC cm
Free-energy change: -2.28535e-11 erg
Free-energy change: -14.2641 eV
Equal-volume sphere: -0.8681 eV
Needle/sphere gain: 16.4318 (dimensionless)
Thermal energy: 0.025852 eV
Gain/thermal energy: 551.76 (dimensionless)
Aspect 2: L = 0.173564, 1/L = 5.762 (dimensionless)
Aspect 5: L = 0.055821, 1/L = 17.914 (dimensionless)
Aspect 10: L = 0.020286, 1/L = 49.295 (dimensionless)
Aspect 20: L = 0.006749, 1/L = 148.169 (dimensionless)
ALL CHECKS PASSED
```
